# Stripes and honeycombs at the onset of two-dimensional misfit walls

If the onset of misfit walls in an adsorbed layer is judged from the energy of one straight wall, both the pattern and the threshold can come out wrong. A honeycomb of walls contains twice the wall length per area of a stripe pattern of equal spacing. Once walls lower the energy, wall length alone would therefore favour the honeycomb. The places where three walls meet also carry energy. At zero temperature and with walls that repel, a positive crossing energy makes the onset continuous and striped; with a negative one, a honeycomb of finite period appears at a misfit where a single wall still costs energy.

## Layer and wall

An isotropic harmonic layer lies on a rigid triangular substrate of period $a$, at zero temperature and without global rotation. Let $\mathbf u$ be its displacement from registry, $e_{ij}$ the symmetric strain and $\lambda,\mu$ the two-dimensional elastic constants. Define $C=\lambda+2\mu$ and $K=\lambda+\mu$. If the free layer would have isotropic strain $\delta$, expanding its elastic energy about registry gives the linear term $-P\nabla\!\cdot\mathbf u$ with $P=2K\delta$. Apart from a constant, the energy density is

$$f=\tfrac12\lambda(\nabla\!\cdot\mathbf u)^2+\mu e_{ij}e_{ij}-P\nabla\!\cdot\mathbf u+V_0\sum_{i=1}^3(1-\cos\mathbf G_i\!\cdot\mathbf u). \tag{1}$$

The shortest substrate reciprocal vectors are

$$\mathbf G_{1,3}=\frac{2\pi}{a}\left(\pm1,-\frac1{\sqrt3}\right),\qquad \mathbf G_2=\frac{2\pi}{a}\left(0,\frac2{\sqrt3}\right).$$

We take $\delta>0$; the opposite sign follows from $\mathbf u\to-\mathbf u$.

A wall separates registered domains whose displacements differ by a substrate vector. Let the jump be $a\hat{\mathbf x}$, parallel to the wall normal, and write $u_x=as$. The phases are $2\pi s,0,-2\pi s$, so $V=4V_0\sin^2\pi s$. Completing the square gives

$$\int\left(\tfrac12Cu_x'^2+V\right)dx\ge\int_0^a\sqrt{2CV}\,du_x=2\sqrt2\,a\sqrt{CV_0}\int_0^1\sin\pi s\,ds.$$

The last integral is $2/\pi$. Equality holds for $u_x'=\sqrt{2V/C}$, hence

$$\sigma_w=\frac{4\sqrt2}{\pi}a\sqrt{CV_0}=\frac{2}{\pi^2}Ca^2\kappa,\qquad \kappa=\frac{2\pi}{a}\sqrt{\frac{2V_0}{C}}. \tag{2}$$

Here $\kappa$ is the decay rate into a domain, from $C\kappa^2=V''(0)=8\pi^2V_0/a^2$. The profile obeys $\sin\pi s=\operatorname{sech}\kappa x$ and $u_x'=(a\kappa/\pi)\operatorname{sech}\kappa x$. The misfit term contributes $-Pa$ per length, so the wall tension is

$$\tau=\sigma_w-Pa. \tag{3}$$

The wall must also resist tilting. If its normal turns by $\theta$ at fixed jump, the misfit gain becomes $Pa\cos\theta$. At $\tau=0$ stability requires $\sigma_w(\theta)>\sigma_w\cos\theta$. For variation along the normal $\mathbf n$, the elastic density is $\frac12\mu|\mathbf u'|^2+\frac12K(\mathbf n\cdot\mathbf u')^2$. Let $w$ be the displacement perpendicular to the jump. To second order in $\theta$ and $w$,

$$\sigma_w(\theta)-\sigma_w\cos\theta=\frac{\mu}{2C}\theta^2\sigma_w+\min_w\int\left[K\theta u_x'w'+\tfrac12\mu w'^2+\tfrac12V_\perp w^2\right]dx.$$

The first term combines $-\frac12(K/C)\theta^2\sigma_w$, from $C\int u_x'^2dx=\sigma_w$, with $+\frac12\theta^2\sigma_w$ from the cosine. Differentiating $V$ gives

$$V_\perp=\tfrac13C\kappa^2(2+\cos2\pi s)=C\kappa^2\left(1-\tfrac23\operatorname{sech}^2\kappa x\right).$$

Integrate the coupling by parts, drop the positive $w'^2$ term and minimize pointwise. With $t=\tanh\kappa x$, the possible lowering is at most

$$\frac{K^2\theta^2}{2}\int\frac{u_x''^2}{V_\perp}dx=\frac{K^2\theta^2\sigma_w}{4C^2}\int_{-1}^1\frac{3t^2}{1+2t^2}dt\simeq0.243\,\frac{K^2}{C^2}\theta^2\sigma_w. \tag{4}$$

Small tilts are thus stable if $\mu/C>0.487(1-\mu/C)^2$, a sufficient condition. It holds for $\mu/C=0.4$, used below. There the bounds on $\sigma_w(\theta)/(\sigma_w\cos\theta)-1$ at $10^\circ$ are about 0.003 and 0.006; numerical minimization gives 0.0047.

## Stripes

Measure length in $1/\kappa$ and put $\psi=\pi s$. The first integral of the equilibrium equation is $\psi'^2=\sin^2\psi+w_0$, with $w_0>0$ for a periodic array. Let $k^2=1/(1+w_0)$, and let $\mathcal K,\mathcal E$ be the complete elliptic integrals of the first and second kind. One wall occupies $\psi$ from 0 to $\pi$, so

$$\kappa l=\int_0^\pi\frac{d\psi}{\sqrt{\sin^2\psi+w_0}}=2k\mathcal K(k). \tag{5}$$

The energy per wall, before the misfit gain, is

$$E_s=\sigma_w\left[\frac{\mathcal E(k)}k-\frac{w_0\kappa l}{4}\right],\qquad \frac{dE_s}{dl}=-\frac{\kappa\sigma_ww_0}{4}. \tag{6}$$

In the derivative, the change of $\mathcal E/k$ with $w_0$ cancels the explicit change of $w_0$ in the second term. Minimizing $e_s=(E_s-Pa)/l$ gives $e_s=dE_s/dl$, and therefore

$$\frac{Pa}{\sigma_w}=\frac{\mathcal E(k)}k,\qquad e_s=-\frac{\kappa\sigma_ww_0}{4}. \tag{7}$$

Near onset $w_0\simeq16e^{-\kappa l}$. Integrating (6) from infinite spacing yields $E_s\simeq\sigma_w(1+4e^{-\kappa l})$: neighbouring walls repel. Stationarity then gives

$$|\tau|\simeq4\sigma_w(1+\kappa l)e^{-\kappa l},\qquad e_s\simeq-\frac{\kappa|\tau|}{1+\kappa l}. \tag{8}$$

As $\tau\to0^-$, $l$ diverges logarithmically and the wall density $1/l$ vanishes continuously.

## Honeycomb and crossing energy

Let $D$ be the distance between opposite sides of a regular hexagonal domain. Its area is $\sqrt3D^2/2$. Each side has length $D/\sqrt3$ and belongs to two cells, so there are three sides, or wall length $\sqrt3D$, per cell. Each of the six corners is shared by three cells, giving two crossings per cell. The three jumps around a crossing sum to zero, as a continuous displacement requires.

Define the crossing energy $\Lambda$ by the large-distance form of the cell energy without misfit gain,

$$E_c(D)=\sqrt3\,\sigma_wD+2\Lambda+R(D),\qquad R\to0. \tag{9}$$

The average displacement gradient is $a/D$ times the identity. The misfit gain per cell is thus $P(2a/D)(\sqrt3D^2/2)=\sqrt3PaD$. Dividing the net energy by the area,

$$e_h=\frac{2\tau}{D}+\frac{4\Lambda}{\sqrt3D^2}+\frac{2R(D)}{\sqrt3D^2}. \tag{10}$$

The domains have a finite restoring force, so $R$ is taken to be short-ranged; the computed energies below support this for $\mu/C=0.4$. At smaller $\mu/C$ the approach to the large-distance form is slower and needs its own check.

Part of $\Lambda$ is fixed by geometry. With $\omega=\partial_xu_y-\partial_yu_x$, expansion of the strain gives

$$\tfrac12\lambda(\nabla\!\cdot\mathbf u)^2+\mu e_{ij}e_{ij}=\tfrac12C(\nabla\!\cdot\mathbf u)^2+\tfrac12\mu\omega^2-2\mu\det\nabla\mathbf u. \tag{11}$$

Write $\mathbf u=(a/D)\mathbf r+\mathbf v$ with periodic $\mathbf v$. The determinant is $(a/D)^2+(a/D)\nabla\!\cdot\mathbf v+\det\nabla\mathbf v$. The last two terms are divergences of periodic fields and integrate to zero. The cell integral is $\sqrt3a^2/2$, so the determinant lowers the cell energy by $\sqrt3\mu a^2$. A straight wall has zero determinant; this lowering therefore belongs to the crossings. The other terms in (11) and the registry energy oppose it, so the sign of $\Lambda$ needs a calculation. In units of $1/\kappa$ and $Ca^2$, (1) without misfit contains only $\mu/C$. Thus $\Lambda/(Ca^2)$ is independent of $V_0$.

## Positive crossing energy

Suppose $\Lambda>0$ and $R\ge0$. Just beyond onset, put $\tau=-|\tau|$ and $x=1/D$ in (10):

$$e_h\ge-2|\tau|x+\frac{4\Lambda}{\sqrt3}x^2\ge-\frac{\sqrt3\tau^2}{4\Lambda}. \tag{12}$$

The minimum is at $x=\sqrt3|\tau|/(4\Lambda)$. The honeycomb gain is at most quadratic in $|\tau|$. By (8), the stripe gain is $|\tau|$ divided by a logarithmically growing factor, so stripes win sufficiently near onset.

The honeycomb might try to avoid this penalty by stretching its cells. Keep the angles at $120^\circ$, but let opposite sides have lengths $p,q,r$, with $r$ the longest. The area is $\frac{\sqrt3}{2}(pq+qr+rp)$. With $S=p+q$, the two $r$ sides are a distance $d=\sqrt3S/2$ apart. Assign them the stripe repulsion $\rho=4\sigma_we^{-\kappa d}$ per length and discard all other positive repulsions. The cell energy, now including misfit, is at least $r(\tau+\rho)-|\tau|S+2\Lambda$. Stripes of spacing $d$ covering the same area cost $(\tau+\rho)(r+pq/S)$. Subtraction gives

$$\Delta\ge2\Lambda-|\tau|S-(\tau+\rho)\frac{pq}{S}. \tag{13}$$

Consider first $S<2\Lambda/|\tau|$. If $\tau+\rho<0$, the last term is positive and $\Delta>0$. If $\tau+\rho\ge0$, the hexagon has positive energy, whereas optimum stripes have negative energy. Stripes win in both cases.

For $S\ge2\Lambda/|\tau|$, discard the crossing cost and all repulsion. Because $r\ge S/2$,

$$e_{\rm hex}\ge-|\tau|\frac{2}{\sqrt3}\left(\frac1r+\frac1S\right)\ge-\frac{2\sqrt3|\tau|}{S}\ge-\frac{\sqrt3\tau^2}{\Lambda}. \tag{14}$$

This is again quadratic. A sufficient condition for stripes to beat every hexagon of this family is $\sqrt3|\tau|(1+\kappa l)<\Lambda\kappa$, which holds close enough to onset because $|\tau|$ falls exponentially with $\kappa l$. The result applies to this wall model with repulsive interactions.

## Negative crossing energy

For $\Lambda<0$, the honeycomb first matches the registered state when $Pa$ reaches the minimum of

$$p(D)=\frac{E_c(D)}{\sqrt3D}=\sigma_w+\frac{2\Lambda+R(D)}{\sqrt3D}. \tag{15}$$

At large $D$, $p$ approaches $\sigma_w$ from below. At small $D$ it diverges: the elastic energy is convex, so at fixed average gradient it is at least that of uniform strain. Hence $E_c\ge2K(a/D)^2(\sqrt3D^2/2)=\sqrt3Ka^2$ and $p\ge Ka^2/D$. The continuous function $p(D)$ therefore has its minimum at a finite $D_*$, with $p(D_*)<\sigma_w$. Stripes still have positive energy there, since $E_s>\sigma_w>Pa$. Among registered, striped and regular honeycomb states, the wall density jumps from zero to $2/D_*$.

No minimum magnitude of $\Lambda$ is needed at zero temperature with short-range interactions: "sufficiently negative" means any negative value. A small value brings the threshold forward only slightly, but the jump in wall density shrinks slowly. For example, let $R=Ae^{-qD}$ with $A,q>0$. Differentiating (15) gives

$$2|\Lambda|=A(1+qD_*)e^{-qD_*},\qquad \sigma_w-p(D_*)=\frac{2|\Lambda|}{\sqrt3D_*}\frac{qD_*}{1+qD_*}. \tag{16}$$

As $|\Lambda|\to0$, the period grows logarithmically and the advance of the threshold vanishes.

A longer-ranged wall repulsion, proportional to $1/l^2$ per wall length, changes the stripe energy to $-|\tau|/l+B/l^3$. Its minimum is $-\frac23|\tau|\sqrt{|\tau|/(3B)}$. This $|\tau|^{3/2}$ gain still exceeds the quadratic gain in (12) near onset. For $\Lambda<0$, a corresponding $1/D^3$ term cannot outweigh $\Lambda/D^2$ at large $D$.

## Two computed cases

For $\mu/C=0.4$, the displacement in one honeycomb cell was written as its average gradient plus a periodic part. Derivatives were evaluated by Fourier transform, and the energy was minimized by a quasi-Newton method from slightly disordered starts. Subtracting the straight-wall energy leaves $2\Lambda+R$:

| $\kappa D$ | $(2\Lambda+R)/(Ca^2)$ |
|---|---|
| 4 | 0.134 |
| 6 | −0.022 |
| 8 | −0.082 |
| 10 | −0.104 |
| 12 | −0.111 |
| 16 | −0.115 |

The values level off, reaching $-0.1151$ at $\kappa D=24$, so $\Lambda\simeq-0.0576Ca^2$; their decrease shows repulsion over this range. The determinant contributes $-0.693Ca^2$ per cell, so the remaining terms cancel most of it. As a small difference, $\Lambda$ is sensitive to $\mu/C$: at $\kappa D=15$ the same quantity $2\Lambda+R$ is $+0.054Ca^2$ for $\mu/C=0.3$ and $-0.287Ca^2$ for $\mu/C=0.5$, so the sign changes near $\mu/C\simeq1/3$.

Rough parameters in the regime of aligned graphene on hexagonal boron nitride are $a=0.25$ nm, $C=2200$ eV/nm², $V_0=0.08$ eV/nm² and misfit magnitude 1.8%. Equation (2) gives

$$\kappa=\frac{2\pi}{0.25}\sqrt{\frac{0.16}{2200}}=0.214\ \mathrm{nm^{-1}},\qquad \sigma_w=\frac{2(137.5)(0.2143)}{\pi^2}=5.97\ \mathrm{eV/nm}.$$

Here $Ca^2=137.5$ eV, so $\Lambda\simeq-7.9$ eV. Since $K=0.6C=1320$ eV/nm², stripes would first gain energy at $\delta=5.97/(2\times1320\times0.25)=0.905\%$. Minimizing (15) with the computed cell energies gives a threshold 0.970 times as large, or 0.877%, at $\kappa D_*=8.90$. The honeycomb thus appears with period $8.90/0.2143=41.5$ nm, while the wall tension is still $+0.18$ eV/nm.

At 1.8% misfit the best unrotated honeycomb has period 14.0 nm, close to $a/\delta=13.9$ nm. Its energy is $-0.62$ eV/nm², against $-0.36$ eV/nm² for stripes. Since $\kappa D\simeq3$, the walls overlap strongly; the full displacement calculation, not separated-wall theory, supplies this comparison.

For a positive example, keep the same displacement energies and add a local cost of $0.087Ca^2$ to each crossing, making $\Lambda\simeq+0.03Ca^2$. This is a model film, not graphene. At $Pa=1.01\sigma_w$, stripes have energy $-2.20\times10^{-4}Ca^2\kappa^2$ and the best regular honeycomb $-0.59\times10^{-4}Ca^2\kappa^2$. The optimum, $\kappa D\simeq34$, lies beyond the tabulated cells, so the latter value is simply (12) with $R=0$ and $\Lambda=0.03Ca^2$:

$$\frac{\sqrt3(0.0020264)^2}{4(0.03)}=5.93\times10^{-5}.$$

Here the sufficient condition below (14) is narrowly missed. A grid search in the wall model, with edges from $3/\kappa$ to $10^4/\kappa$, nevertheless found no hexagon below the stripes: its best energy was $-2.194\times10^{-4}$, against $-2.200\times10^{-4}$ in the same units. Further from onset, the regular honeycomb overtakes stripes at $Pa=1.07\sigma_w$. The stripe spacing is then $5.9/\kappa$ and the honeycomb spacing $9.4/\kappa$, so this later change is discontinuous within the comparison of stripes with regular cells. Unequal hexagons were not included at this larger misfit and could replace stripes earlier.

## Limits for a real layer

The rigid substrate is the most serious sized approximation. If the partner is instead one free layer with 0.9 times the stiffness and the same $\mu/C$, relative displacements see the reduced modulus $0.9C/1.9=0.474C$. The crossing energy falls by that factor. Since $\sigma_w\propto\sqrt C$ and $P\propto C\delta$, the threshold misfits rise by $0.474^{-1/2}=1.45$, to about 1.3%. This remains below 1.8%, but the shift far exceeds the 3% difference between the two thresholds. A thick substrate needs its own elastic calculation. Equation (1) also gives two unfavourable stackings equal energy, whereas those of graphene on boron nitride differ. Rotation was excluded. Within (1) it does not lower the honeycomb threshold, but at 1.8% misfit a cell turned by about $24^\circ$, of period 12.8 nm, lies lower by $2\times10^{-4}$ eV/nm². Out-of-plane relaxation is omitted and has not been sized, so the numbers are not predictions for a particular sample.

The peak wall strain, $a\kappa/\pi$, is 1.7%, modest for harmonic elasticity. If the misfit stress also acts on the second-order area change, that term has the scale $\sqrt3Pa^2/4=0.63$ eV per crossing, about 8% of $|\Lambda|$. Its actual size depends on the nonlinear elastic law, and the material's own anharmonicity is not included in this estimate.

Thermal wandering is small here. A wall of stiffness $\Gamma$ wanders a distance $l$ over a length of order $\Gamma l^2/k_BT$; a cost $k_BT$ per such length gives a repulsion of order $(k_BT)^2/(\Gamma l^2)$. At $\tau\simeq0$ the tilt energy is $\frac12\Gamma\theta^2$, so the result at $\theta=10^\circ=0.175$ gives $\Gamma\simeq2(0.0047)\sigma_w/\theta^2=1.8$ eV/nm. With coefficient $\pi^2/6$ the repulsion is $3.5\times10^{-7}$ eV/nm at 300 K and $l=D_*$. Honeycomb cells can also expand at the expense of their neighbours without changing total wall length. About $D/a$ positions per cell give an entropy term of order $k_BT\ln(D/a)=0.13$ eV, against $2|\Lambda|\simeq16$ eV. For positive $\Lambda$, however, this logarithm eventually exceeds $2\Lambda$ at enormous $D$. The striped onset is therefore a zero-temperature result; at finite temperature this estimate allows a honeycomb extremely close to onset in an unlimited layer. For $\Lambda=0.03Ca^2$ and the parameters above at 300 K, it would require $\ln(D/a)\simeq319$, far beyond any real sample.
